# Where the Bethe Logarithm Vanishes for Protons in Silicon

## Problem

A proton of mass $M$, speed $v$ and kinetic energy $E=Mv^2/2$ crosses silicon. To leading order at high speed, its energy loss per path length to the electrons is

$$
S=\frac{4\pi\kappa^2 nZ}{mv^2}\,L,\qquad L=\ln\frac{2mv^2}{I},\qquad \kappa=\frac{e^2}{4\pi\varepsilon_0}. \tag{1}
$$

Here $m$ is the electron mass, $n$ the number of atoms per volume, $Z=14$, and $I=173$ eV the mean excitation energy. Take $n=50$ nm$^{-3}$, a rough value for silicon. Measured stopping has a broad maximum at several tens of keV, with a height of roughly 120 eV/nm.

(a) At what proton energy does $L$ vanish, and where does formula (1) put the maximum of $S$?

(b) What value of $L$ would the rough measured height require at the energy where the logarithm vanishes?

(c) Treat the electrons as harmonically bound, with 4 valence electrons, 8 L-shell electrons and 2 K-shell electrons per atom. What does the first Born approximation give at that energy, without the high-speed expansion?

## First estimate by scaling

The logarithm compares the energy a fast proton can hand to an electron with the energy the electron needs for an excitation. The first is of order $mv^2$, the second of order $I$. The formula should therefore lose its meaning when $mv^2\sim I$, or

$$
E=\frac{M}{2}v^2\sim\frac{M}{2m}I=\frac{1836\times173\ \text{eV}}{2}\approx160\ \text{keV}.
$$

Scaling cannot fix the numerical factor.

It also suggests what happens to the stopping. Silicon has electrons with very different excitation energies $\hbar\omega_i$. Those with $\hbar\omega_i>2mv^2$ should respond weakly, while the others should still contribute about $\ln(2mv^2/\hbar\omega_i)$. With $f_i$ electrons in group $i$, the estimate is

$$
L_{\rm est}=\sum_{\hbar\omega_i<2mv^2}\frac{f_i}{Z}\ln\frac{2mv^2}{\hbar\omega_i}. \tag{2}
$$

This is positive whenever any group is still active, even if the logarithm of the mean is zero.

## Solution

### (a) The zero and the maximum of the bare formula

The logarithm is zero when its argument is one, so $2mv^2=I$ and $v^2=I/(2m)$. Hence

$$
E_0=\frac M2\,\frac{I}{2m}=\frac{M}{4m}I
=\frac{1836.153\times173\ \text{eV}}{4}=79.4\ \text{keV}. \tag{3}
$$

The condition has a simple reading. In the frame of a very heavy proton, an electron at rest arrives with speed $v$ and, in a head-on collision, rebounds with speed $v$. In the laboratory it then moves at $2v$ and has energy $m(2v)^2/2=2mv^2$. At $E_0$ this largest transfer to a free resting electron equals $I$.

The relativistic Bethe expression with finite proton mass has its zero at 79.5 keV, so neither effect matters here.

Since $v^2\propto E$, we have $2mv^2/I=E/E_0$, and (1) becomes

$$
S(E)=S_0\,\frac{E_0}{E}\ln\frac{E}{E_0},\qquad
S_0=\frac{4\pi\kappa^2nZ}{I/2},
$$

because $mv^2=I/2$ at $E_0$. The derivative is

$$
\frac{dS}{dE}=S_0E_0\,\frac{1-\ln(E/E_0)}{E^2}.
$$

It is positive for $E<eE_0$ and negative above, where $e=2.718\ldots$ is the base of natural logarithms. The maximum is therefore at $eE_0=216$ keV, with height $S_0/e$.

### (b) The stopping number required

With $\kappa=1.43996$ eV nm and $mv^2=86.5$ eV,

$$
S_0=\frac{4\pi(1.43996)^2\times50\times14}{86.5}\ \frac{\text{eV}}{\text{nm}}
=210.9\ \frac{\text{eV}}{\text{nm}}.
$$

A stopping of 120 eV/nm at $E_0$ requires $L=120/210.9=0.57$. The bare formula gives zero there, and its own maximum is just $210.9/e=77.6$ eV/nm. With these inputs it does not reach the rough measured height at any energy.

### (c) Born stopping of a bound electron

**Cross section.** Let the proton go from wave vector $\mathbf k$ to $\mathbf k'$, with $\mathbf q=\mathbf k-\mathbf k'$, while one electron goes from its ground state to level $j$. The Fourier transform of the Coulomb attraction gives the matrix element $-(4\pi\kappa/q^2)F_j$, where $F_j=\langle j|e^{i\mathbf q\cdot\mathbf r}|0\rangle$. The attraction of the binding centre is fixed, and the proton's interaction with it causes no excitation at this order, because the electron states are orthogonal. The Born cross section is

$$
d\sigma_j=\frac{M^2}{4\pi^2\hbar^4}\frac{k'}{k}\frac{16\pi^2\kappa^2}{q^4}|F_j|^2\,d\Omega .
$$

From $q^2=k^2+k'^2-2kk'\cos\theta$ follows $q\,dq=kk'\sin\theta\,d\theta$, so $d\Omega=2\pi q\,dq/(kk')$. With $\hbar k=Mv$,

$$
d\sigma_j=\frac{8\pi\kappa^2}{\hbar^2v^2}|F_j|^2\frac{dq}{q^3}.
$$

Now set $Q=\hbar^2q^2/(2m)$. Then $q\,dq=m\,dQ/\hbar^2$ and $q^4=4m^2Q^2/\hbar^4$, so $dq/q^3=\hbar^2dQ/(4mQ^2)$ and

$$
d\sigma_j=\frac{2\pi\kappa^2}{mv^2}|F_j|^2\frac{dQ}{Q^2}. \tag{4}
$$

**Excitation probability.** Choose the $z$ axis of an isotropic oscillator along $\mathbf q$. The operator $e^{iqz}$ leaves the other two directions in their ground states. With $z=\sqrt{\hbar/(2m\omega)}\,(a+a^\dagger)$ and $u=Q/(\hbar\omega)$,

$$
e^{iqz}=e^{i\sqrt u(a+a^\dagger)}=e^{-u/2}e^{i\sqrt u a^\dagger}e^{i\sqrt u a}.
$$

The factor $e^{-u/2}$ comes from the commutator $[a,a^\dagger]=1$. The rightmost exponential leaves the ground state unchanged, and the $j$th term of the middle one gives

$$
F_j=e^{-u/2}\frac{(i\sqrt u)^j}{\sqrt{j!}},\qquad |F_j|^2=e^{-u}\frac{u^j}{j!}. \tag{5}
$$

**Smallest momentum transfer.** The proton loses energy $j\hbar\omega$. For a heavy proton this loss is $\hbar\mathbf q\cdot\mathbf v$, which cannot exceed $\hbar qv$. Thus $q\ge j\omega/v$, and

$$
u\ge u_j=\frac{\hbar^2(j\omega/v)^2}{2m\hbar\omega}=\frac{j^2}{x},\qquad x=\frac{2mv^2}{\hbar\omega}.
$$

The upper limit of $q$ is about $2k$, very large for a proton, and may be replaced by infinity because of the factor $e^{-u}$.

**Stopping number.** Multiply (4) by the energy loss $j\hbar\omega$, integrate and sum over $j$. Taking out the factor $4\pi\kappa^2/(mv^2)$ leaves

$$
L_B(x)=\frac12\sum_{j\ge1}\int_{u_j}^{\infty}\frac{j}{u^2}\,e^{-u}\frac{u^j}{j!}\,du
=\frac12\sum_{j\ge1}\int_{j^2/x}^{\infty}\frac{e^{-u}u^{j-2}}{(j-1)!}\,du .
$$

The term $j=1$ is the exponential integral $E_1(y)=\int_y^\infty e^{-u}du/u$. The others are incomplete gamma functions $\Gamma(s,y)=\int_y^\infty e^{-u}u^{s-1}du$:

$$
L_B(x)=\frac12\left[E_1\!\left(\frac1x\right)+\sum_{j\ge2}\frac{\Gamma(j-1,j^2/x)}{(j-1)!}\right]. \tag{6}
$$

Every term is positive. An electron in its ground state can take energy from the proton but has none to give, so negative stopping cannot arise in this model.

**High speed.** For $x\gg1$, $E_1(1/x)\to\ln x-\gamma$, with $\gamma$ Euler's constant. In the sum put $s=j-1$. Each term is $1/s$ times $\Gamma(s,y)/\Gamma(s)$ with $y=(s+1)^2/x$. This ratio is the probability that a Poisson variable of mean $y$ is at most $s-1$. It is near one when $y$ is well below $s$, that is for $s$ well below $x$, and near zero for $s$ well above $x$. The transition has a width of order $\sqrt x$, small compared with $x$. The sum thus tends to $\sum_{s\le x}1/s\to\ln x+\gamma$. The constants cancel, and $L_B\to\frac12(2\ln x)=\ln x$.

For several groups, $L=\sum_i(f_i/Z)L_B(x_i)$ then tends to

$$
\sum_i\frac{f_i}{Z}\ln\frac{2mv^2}{\hbar\omega_i}=\ln\frac{2mv^2}{I},\qquad
\ln I=\sum_i\frac{f_i}{Z}\ln\hbar\omega_i . \tag{7}
$$

This recovers the logarithm in (1) and shows its condition: each $x_i$ must be large, not just their logarithmic mean. The difference between the full Born result and the logarithm is the shell correction.

**Low speed.** For $x\ll1$ the first term dominates, and $E_1(y)\approx e^{-y}/y$ at large $y$ gives $L_B\approx\frac12xe^{-1/x}$. The logarithm tends to minus infinity, while the true contribution of the oscillator fades away. The exponential form belongs to the oscillator, whose ground state has a Gaussian momentum distribution. It should not be carried over to real inner shells.

### Numbers for silicon

If the valence electrons, of density $n_v$, are displaced together by $s$, the field $n_ves/\varepsilon_0$ pulls them back. Then $m\ddot s=-n_ve^2s/\varepsilon_0$, so $\omega^2=n_ve^2/(\varepsilon_0m)$. With $n_v=4\times50=200$ nm$^{-3}$ this gives $\hbar\omega=16.6$ eV. For the K shell take the round model value 2500 eV. Equation (7) then fixes the L shell:

$$
\ln\frac{\hbar\omega_L}{\text{eV}}=\frac{14\ln173-4\ln16.6-2\ln2500}{8}=5.66,
\qquad \hbar\omega_L=286\ \text{eV}.
$$

At $E_0$, where $2mv^2=173$ eV, the groups give:

| Group | $x_i$ | $(f_i/Z)\ln x_i$ | $(f_i/Z)L_B(x_i)$ |
|---|---:|---:|---:|
| valence | 10.4 | $+0.670$ | 0.558 |
| L shell | 0.604 | $-0.288$ | 0.023 |
| K shell | 0.069 | $-0.382$ | 0.000 |
| sum | | 0.000 | 0.581 |

The zero of the Bethe logarithm is a cancellation. A sizeable valence contribution is offset by negative inner-shell terms that have no physical counterpart. In the Born result for these oscillators the inner shells nearly drop out (real L-shell electrons, with their broader momentum distribution and spread of excitation energies, may contribute more: spreading the L-shell oscillators over a power-law tail that starts at 100 to 150 eV, with the same logarithmic mean, raises their share from 0.023 to between 0.06 and 0.04), and

$$
S(E_0)=0.581\times210.9\ \text{eV/nm}\approx122\ \text{eV/nm}.
$$

This is 90% of the model's maximum, 136 eV/nm. The model therefore has no zero at $E_0$, and its stopping there is close to its largest value. Its maximum lies at 37 keV, however. There the proton is slower than at $E_0$ and the first Born approximation is even less justified. The position also depends on treating the valence electrons as oscillators. A damped electron gas of the same density, still in first order, gives a valence stopping of about 115, 128 and 118 eV/nm at 37, 55 and 79 keV, so its peak lies higher while its value at $E_0$ is similar. The oscillator model should not be used to locate the measured peak.

The choice of K-shell energy matters little. Values of 2000 and 4000 eV, with the L-shell energy readjusted to keep $I$ fixed, give $L=0.578$ and $0.588$. The valence energy matters more. Values of 13 and 20 eV, with the K-shell energy at 2500 eV and $I$ again fixed, give $L=0.666$ and $0.518$, or about 140 and 109 eV/nm.

## Comparison of estimate and solution

The scaling argument put the zero near 160 keV, twice the value in (3). The factor two is the one in the head-on energy transfer, $2mv^2$ instead of $mv^2$.

At $E_0$ the valence group alone satisfies $\hbar\omega_i<2mv^2$. Estimate (2) therefore gives $L_{\rm est}=0.670$, or 141 eV/nm, against 122 eV/nm from the Born sum. The excess has two parts. Replacing the valence logarithm by the Born value lowers $L$ by 0.112, or 24 eV/nm. The weak L-shell contribution, absent from the estimate, restores 0.023, or 5 eV/nm.

The shell correction does not have one sign. For a single oscillator at $x=5$, the Born number is 1.073 while $\ln5=1.609$; at $x=1$ it is 0.119 while the logarithm is zero. For the silicon model at 2000 keV, the Bethe logarithm is 3.226 and the Born sum 3.028, so the correction is $-0.198$, or 6% of the logarithm. At $E_0$ it is $+0.581$ and supplies the entire result. A small correction at high energy thus gives no licence to use the bare logarithm near its zero.

## The model beside real silicon

The density and the measured height used here are rough, and the three oscillator groups are a model of the electron shells. The agreement between 122 and roughly 120 eV/nm supports the explanation but is closer than the model deserves. The main weakness is the first Born approximation. At $E_0$ the proton moves at 1.78 Bohr speeds, too slowly for its charge to be a weak perturbation. Two standard corrections show the scale:

- The Bloch term, which corrects close collisions beyond first order, is $-0.299$ per electron. Applied to the valence electrons, it changes $L$ by $-0.086$, or about $-18$ eV/nm.
- The Barkas effect is the difference in loss between positive and negative projectiles. Classical trajectories of a bound valence electron, for impact parameters above 0.068 nm, give stopping numbers of 1.145 for charge $+1$ and 0.715 for charge $-1$. Half the difference, times $4/14$, is $+0.061$, or about $+13$ eV/nm.

These have opposite signs, but the second depends strongly on the chosen lower impact parameter: halving it more than doubles the effect. They are sizes of neglected effects, and adding them would not give a reliable refinement.

The proton may also capture an electron. If a fraction $\phi$ of its path is travelled as a neutral atom whose electronic stopping lies between zero and that of the bare proton, the mean stopping falls by at most the fraction $\phi$. The value of $\phi$ is not calculated here. Energy loss to silicon nuclei is roughly 0.2% of the model's electronic loss at $E_0$ and can be ignored for the stopping power. The treatment also assumes a random direction of travel; a proton guided along a crystal channel samples a different electron density.

The numerical output below lists the main values used.

## Calculated quantities

```
Mean excitation energy I = 173 eV
Proton-electron mass ratio = 1836.153
Zero of Bethe logarithm E0 = 79.41 keV
Zero with relativity and finite mass = 79.47 keV
Proton speed at E0 = 1.783 Bohr speeds
m v^2 at E0 = 86.5 eV
Maximum of bare Bethe stopping at 215.9 keV
Bare Bethe stopping at its maximum = 77.6 eV/nm
Atom density, rough input = 50 per nm^3
e^2/(4 pi eps0) = 1.43996 eV nm
Stopping at E0 per unit L = 210.9 eV/nm
Measured stopping, rough input = 120 eV/nm
L needed for that = 0.57
Shells at E0: electrons, energy, x, weighted ln x, weighted Born L
  valence: 4, 16.6 eV, 10.418, +0.670, 0.5576
  L shell: 8, 286.4 eV, 0.604, -0.288, 0.0231
  K shell: 2, 2500.0 eV, 0.069, -0.382, 0.0000
Sum of Born parts at E0: L = 0.581
Model stopping at E0 = 122.4 eV/nm
Model maximum = 135.6 eV/nm at 37 keV
Model stopping at E0 / maximum = 0.903
L at E0 with K energy 2000 eV = 0.578
L at E0 with K energy 4000 eV = 0.588
At 2000 keV: Bethe log = 3.226, Born L = 3.028
Born L at x=1: formula 0.11916, direct 0.11916
Born L at x=5: formula 1.07272, direct 1.07272
x*(L - ln x) at x=400 = -3.032
Bloch term per electron at E0 = -0.299
Bloch term, valence share of L = -0.086
Barkas impact-parameter cutoff = 0.0677 nm
Distant L per valence electron, charge +1 = 1.145
Distant L per valence electron, charge -1 = 0.715
Distant Barkas size, valence share of L = 0.061
Weak-charge check: orbit 0.88707, dipole 0.88707
Nuclear / electronic stopping at E0, rough = 0.0023
```
